# Neon turned through 90 degrees by one or two copper atoms: verification in Python

```python
# Result under test: an ion turned through 90 degrees by two coplanar 45-degree
# elastic collisions keeps more energy than after one 90-degree collision:
#   K(45)^2 > K(90),
#   K(t) = [(cos t + sqrt(A^2 - sin^2 t)) / (1 + A)]^2,   A = M/m > 1.
# m: ion mass, M: target atom mass (u); t: laboratory angle; K: energy fraction kept.
# Trajectories use nm, eV and u, so the time unit is nm*sqrt(u/eV).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

E0 = 1000.0                      # eV
m_ion, M_cu = 19.992, 63.546     # 20Ne, mean copper
A = M_cu / m_ion
Z_ion, Z_cu = 10, 29
spacing = 0.256                  # nm, rough Cu-Cu neighbour distance
temperature = 300.0              # K
debye_temperature = 340.0        # K, rough value for copper

bohr = const.physical_constants["Bohr radius"][0] * 1e9
coulomb = Z_ion * Z_cu * const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
screen = 0.8854 * bohr / (Z_ion**0.23 + Z_cu**0.23)
weights = np.array([0.18175, 0.50986, 0.28022, 0.02817])
rates = np.array([3.19980, 0.94229, 0.40290, 0.20162])


def kept(theta, ratio=A, loss_fraction=0.0):
    """Energy fraction kept; loss_fraction is inelastic loss / energy before."""
    root = np.sqrt(ratio**2 - np.sin(theta)**2
                   - ratio * (1 + ratio) * loss_fraction)
    return ((np.cos(theta) + root) / (1 + ratio))**2


def potential(r):
    x = np.asarray(r) / screen
    return coulomb / r * (np.exp(-np.multiply.outer(x, rates)) @ weights)


def closest_approach(b, e_cm):
    return brentq(lambda r: 1 - potential(r) / e_cm - (b / r)**2,
                  1e-4, 2.0, xtol=1e-15, rtol=1e-14)


nodes, node_weights = np.polynomial.legendre.leggauss(96)
t_nodes = (nodes + 1) * np.pi / 4
t_weights = node_weights * np.pi / 4


def lab_angle(b, energy):
    """Laboratory deflection from the centre-of-mass deflection integral."""
    e_cm = energy * A / (1 + A)
    r0 = closest_approach(b, e_cm)
    u = np.sin(t_nodes)
    g = 1 - potential(r0 / u) / e_cm - (b * u / r0)**2
    chi = np.pi - 2 * b / r0 * np.sum(t_weights * np.cos(t_nodes) / np.sqrt(g))
    return np.degrees(np.arctan2(np.sin(chi), np.cos(chi) + 1 / A))


def impact_for(angle, energy):
    return brentq(lambda b: lab_angle(b, energy) - angle, 1e-4, 0.2, xtol=1e-12)


def fly(energy, b, atoms, incoming=-np.pi / 4):
    """Newton's equations for the ion and free atoms; angle, energies at the end."""
    atoms = np.array(atoms, float)
    count = len(atoms) + 1
    masses = np.array([m_ion] + [M_cu] * len(atoms))
    along = np.array([np.cos(incoming), np.sin(incoming)])
    side = np.array([-along[1], along[0]])
    speed = np.sqrt(2 * energy / m_ion)
    state = np.zeros((2, count, 2))
    state[0, 0] = -along + b * side
    state[0, 1:] = atoms
    state[1, 0] = speed * along

    def motion(_, flat):
        pos, vel = flat.reshape(2, count, 2)
        gap = pos[0] - pos[1:]
        r = np.sqrt((gap**2).sum(axis=1))
        x = np.outer(r / screen, rates)
        push = coulomb / r**2 * (((1 + x) * np.exp(-x)) @ weights)
        force = gap * (push / r)[:, None]
        acc = np.vstack([force.sum(axis=0), -force]) / masses[:, None]
        return np.concatenate([vel.ravel(), acc.ravel()])

    run = solve_ivp(motion, (0, 3.2 / speed), state.ravel(), method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert run.success
    vel = run.y[:, -1].reshape(2, count, 2)[1]
    energies = 0.5 * masses * (vel**2).sum(axis=1)
    assert abs(energies.sum() - energy) < 1e-3
    turn = np.arctan2(along[0] * vel[0, 1] - along[1] * vel[0, 0], vel[0] @ along)
    return np.degrees(turn) % 360, energies


right, half = np.pi / 2, np.pi / 4
E_single = E0 * kept(right)
E_first = E0 * kept(half)
E_double = E_first * kept(half)

# Kinematics against integrated trajectories, one atom at a time.
b90, b45 = impact_for(90, E0), impact_for(45, E0)
angle_s, out_s = fly(E0, b90, [[0, 0]])
angle_1, out_1 = fly(E0, b45, [[0, 0]])
b45_second = impact_for(45, out_1[0])
angle_2, out_2 = fly(out_1[0], b45_second, [[0, 0]])
assert abs(angle_s - 90) < 0.01 and abs(out_s[0] - E_single) < 0.1
assert abs(angle_1 - 45) < 0.01 and abs(out_1[0] - E_first) < 0.1
assert abs(angle_2 - 45) < 0.01 and abs(out_2[0] - E_double) < 0.1
assert out_2[0] > out_s[0]

# Slope of ln K, its concavity, and the inequality for other mass ratios.
grid = np.radians(np.linspace(1, 89, 89))
step = 1e-5
for ratio in (1.05, 1.5, A, 10.0, 50.0):
    slope = (np.log(kept(grid + step, ratio))
             - np.log(kept(grid - step, ratio))) / (2 * step)
    derived = -2 * np.sin(grid) / np.sqrt(ratio**2 - np.sin(grid)**2)
    assert np.allclose(slope, derived, rtol=1e-5, atol=1e-8)
    assert np.all(np.diff(slope) < 0)
    product = kept(grid, ratio) * kept(right - grid, ratio)
    assert np.all(product > kept(right, ratio))
    assert np.argmax(product) == 44          # the 45-degree grid point

# Two atoms acting together: nearly single and double paths to the same exit.
row = [[0, 0], [spacing, 0]]


def row_path(angle_low_b, angle_high_b):
    b = brentq(lambda s: fly(E0, s, row)[0] - 90, impact_for(angle_low_b, E0),
               impact_for(angle_high_b, E0), xtol=1e-8)
    angle, energies = fly(E0, b, row)
    assert abs(angle - 90) < 0.01
    return b, energies


b_row_single, row_single = row_path(105, 75)
b_row_double, row_double = row_path(65, 39)
ceiling = E0 * (2 * A - 1) / (2 * A + 1)
assert row_single[2] < 10 and min(row_double[1:]) > 50
assert abs(row_single[0] - E_single) < 15
assert abs(row_double[0] - E_double) < 40
assert row_single[0] < row_double[0] < ceiling
assert E_double < ceiling

# Electronic loss, Firsov estimate, at each closest approach.
time_unit = 1e-9 * np.sqrt(const.atomic_mass / const.e)   # s


def firsov(energy, b):
    r0 = closest_approach(b, energy * A / (1 + A))
    v = np.sqrt(2 * energy / m_ion) * 1e-9 / time_unit     # m/s
    z = Z_ion + Z_cu
    scale = 0.35 * const.hbar / const.e / (bohr * 1e-9) * v
    return scale * z**(5 / 3) / (1 + 0.16 * z**(1 / 3) * r0 / bohr)**5, r0


Q90, r90 = firsov(E0, b90)
Q45, r45 = firsov(E0, b45)
E_single_loss = E0 * kept(right, A, Q90 / E0)
E_first_loss = E0 * kept(half, A, Q45 / E0)
Q45_second, r45_second = firsov(E_first_loss, impact_for(45, E_first_loss))
E_double_loss = E_first_loss * kept(half, A, Q45_second / E_first_loss)
for before, after, theta, loss in ((E0, E_single_loss, right, Q90),
                                   (E0, E_first_loss, half, Q45),
                                   (E_first_loss, E_double_loss, half, Q45_second)):
    p_in = np.array([np.sqrt(2 * m_ion * before), 0])
    p_out = np.sqrt(2 * m_ion * after) * np.array([np.cos(theta), np.sin(theta)])
    recoil = ((p_in - p_out)**2).sum() / (2 * M_cu)
    assert abs(before - after - recoil - loss) < 1e-8
assert E_double_loss > E_single_loss

# Thermal spread by sampling moving targets, with exact conservation laws.
kT = const.k * temperature / const.e
rng = np.random.default_rng(4)


def after_moving_target(energy, theta):
    ux, uy = rng.normal(0, np.sqrt(kT / M_cu), (2, 200000))
    p0 = np.sqrt(2 * m_ion * energy)
    a = 0.5 / m_ion + 0.5 / M_cu
    b = -(p0 * np.cos(theta) / M_cu + ux * np.cos(theta) + uy * np.sin(theta))
    c = p0**2 / (2 * M_cu) + p0 * ux - energy
    return ((-b + np.sqrt(b * b - 4 * a * c)) / (2 * a))**2 / (2 * m_ion)


spread_single = np.std(after_moving_target(E0, right))
spread_double = np.std(after_moving_target(after_moving_target(E0, half), half))
spread_formula = np.sqrt(2 * (E0 - E_single) * kT) / (1 + 1 / A)
assert abs(spread_single / spread_formula - 1) < 0.02
assert E_double - E_single > 5 * (spread_single + spread_double)

# Isotopes: 20Ne and 22Ne on 63Cu and 65Cu.
isotopes = {(ne, cu): M / m for ne, m in ((20, 19.992), (22, 21.991))
            for cu, M in ((63, 62.930), (65, 64.928))}
iso_single = {key: E0 * kept(right, r) for key, r in isotopes.items()}
iso_double = {key: E0 * kept(half, r)**2 for key, r in isotopes.items()}
assert min(iso_double.values()) > max(iso_single.values())

passage = 2 * r45 / np.sqrt(2 * E0 / m_ion) * time_unit * 1e15
period = const.h / (const.k * debye_temperature) * 1e15
assert passage < 0.1 * period

print(f"ion energy E0 = {E0:.0f} eV")
print(f"masses: 20Ne {m_ion:.3f} u, Cu {M_cu:.3f} u; ratio A = {A:.4f}")
print(f"K(90) = {kept(right):.4f}, K(45) = {kept(half):.4f}, "
      f"K(45)^2 = {kept(half)**2:.4f}")
print(f"energy after one 90-degree collision = {E_single:.1f} eV")
print(f"energy after first 45-degree collision = {E_first:.1f} eV")
print(f"energy after second 45-degree collision = {E_double:.1f} eV")
print(f"double minus single = {E_double - E_single:.1f} eV")
print(f"double / single = {E_double / E_single:.3f}")
print(f"recoil energy, single = {E0 - E_single:.1f} eV")
print(f"recoil energies, double = {E0 - E_first:.1f} and "
      f"{E_first - E_double:.1f} eV")
print(f"ceiling for two free atoms at 90 degrees = {ceiling:.1f} eV")
print(f"trajectory energies: single {out_s[0]:.1f}, first {out_1[0]:.1f}, "
      f"double {out_2[0]:.1f} eV")
print(f"impact parameter, 90 degrees = {b90:.4f} nm")
print(f"impact parameters, 45 degrees = {b45:.4f} then {b45_second:.4f} nm")
print(f"closest approach: 90 deg {r90:.4f}, first 45 deg {r45:.4f} nm")
print(f"row spacing = {spacing:.3f} nm")
print(f"row, nearly single path: b = {b_row_single:.4f} nm, "
      f"energy {row_single[0]:.1f} eV")
print(f"row, nearly single path: recoils {row_single[1]:.1f} and "
      f"{row_single[2]:.2f} eV")
print(f"row, double path: b = {b_row_double:.4f} nm, energy {row_double[0]:.1f} eV")
print(f"row, double path: recoils {row_double[1]:.1f} and {row_double[2]:.1f} eV")
print(f"Firsov loss, single = {Q90:.0f} eV")
print(f"Firsov losses, double = {Q45:.0f} and {Q45_second:.0f} eV")
print(f"final energy with Firsov loss: single {E_single_loss:.0f}, "
      f"double {E_double_loss:.0f} eV")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"thermal rms spread: single {spread_single:.1f} (formula "
      f"{spread_formula:.1f}), double {spread_double:.1f} eV")
for key in isotopes:
    print(f"{key[0]}Ne on {key[1]}Cu: single {iso_single[key]:.1f}, "
          f"double {iso_double[key]:.1f} eV")
print(f"passage time, first 45-degree collision = {passage:.2f} fs")
print(f"vibration period at rough Debye temperature {debye_temperature:.0f} K "
      f"= {period:.0f} fs")
print("done: every assertion held")
```

It prints:

```
ion energy E0 = 1000 eV
masses: 20Ne 19.992 u, Cu 63.546 u; ratio A = 3.1786
K(90) = 0.5214, K(45) = 0.8296, K(45)^2 = 0.6883
energy after one 90-degree collision = 521.4 eV
energy after first 45-degree collision = 829.6 eV
energy after second 45-degree collision = 688.3 eV
double minus single = 166.9 eV
double / single = 1.320
recoil energy, single = 478.6 eV
recoil energies, double = 170.4 and 141.3 eV
ceiling for two free atoms at 90 degrees = 728.2 eV
trajectory energies: single 521.4, first 829.6, double 688.3 eV
impact parameter, 90 degrees = 0.0220 nm
impact parameters, 45 degrees = 0.0439 then 0.0469 nm
closest approach: 90 deg 0.0505, first 45 deg 0.0606 nm
row spacing = 0.256 nm
row, nearly single path: b = 0.0223 nm, energy 526.0 eV
row, nearly single path: recoils 473.9 and 0.03 eV
row, double path: b = 0.0436 nm, energy 688.2 eV
row, double path: recoils 174.0 and 137.8 eV
Firsov loss, single = 24 eV
Firsov losses, double = 17 and 14 eV
final energy with Firsov loss: single 503, double 662 eV
temperature = 300 K, kT = 0.0259 eV
thermal rms spread: single 3.8 (formula 3.8), double 3.4 eV
20Ne on 63Cu: single 517.8, double 685.7 eV
20Ne on 65Cu: single 529.2, double 693.9 eV
22Ne on 63Cu: single 482.1, double 659.5 eV
22Ne on 65Cu: single 494.0, double 668.3 eV
passage time, first 45-degree collision = 1.23 fs
vibration period at rough Debye temperature 340 K = 141 fs
done: every assertion held
```
